# Charge-transition levels and the cancellation of atomic chemical potentials, part 2

The question is whether the Fermi level at which a defect changes its charge depends on the reservoirs that exchange atoms with the crystal. Energies are in eV and distances in Å. A defect has charge $q$ in units of the elementary charge, positive when electrons are missing, and relaxed total energy $E(q)$. The perfect host has energy $E_{\rm host}$. The number $n_i$ counts added atoms of species $i$, negative for removal, and $\mu_i$ is the energy of one such atom in its reservoir. The Fermi level $E_F$ is measured from the valence edge $E_V$. The formation energy is

$$
E_f(q)=E(q)-E_{\rm host}-\sum_i n_i\mu_i+q\,(E_V+E_F). \tag{1}
$$

In a two-element compound, equilibrium fixes the sum of the two potentials, and neither can exceed its value in the solid element.

The transition level $\varepsilon(q/q')$ is the $E_F$ at which two charge states have equal formation energies. For equal $n_i$,

$$
\boxed{\;\varepsilon(q/q')=\frac{E(q)-E(q')}{q'-q}-E_V\;} \tag{3}
$$

$$
E_f(q)-E_f(q')=(q-q')\left[E_F-\varepsilon(q/q')\right]. \tag{5}
$$

For defects $X$ and $Y$ of different composition, with charges $q\neq q'$, energies $E_X$, $E_Y$ and atom numbers $n_i$, $n_i'$, the formation energies cross at

$$
E_F^*=\frac{E_X-E_Y}{q'-q}-E_V+\frac{\sum_i(n_i-n_i')\mu_i}{q-q'} . \tag{6}
$$

The example is a ring of alternating atoms $A$ and $B$ with orbital energies $1.2$ and $-1.2$ eV, hopping $t=0.5$ eV and phase $k$ from cell to cell. A dopant $D$ replaces one $A$ atom. It has orbital energy $-0.4$ eV, repulsion $U=0.8$ eV, and $\hat N_D=\hat n_\uparrow+\hat n_\downarrow$ electrons; its potential is $\mu_D=-3$ eV. A distortion $Q$ has coupling $F=1$ eV/Å and stiffness $K=5$ eV/Å². The energy $E_q(Q)$ at fixed distortion has its minimum at $Q_q$. At temperature $T$, charge state $q$ has weight $w_q$ and $g_q$ lowest electronic states, and $k_B$ is Boltzmann's constant.

## A model crystal under different growth conditions

In what follows, $E(q)$ is the relaxed total energy of a defect with charge $q$, $E_{\rm host}$ is the energy of the perfect host, $n_i$ counts added atoms, and $\mu_i$ is the energy of an atom in its reservoir. The Fermi level $E_F$ is measured from the valence edge $E_V$. The first half established

$$
\begin{aligned}
E_f(q)&=E(q)-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F),\\
\varepsilon(q/q')&=\frac{E(q)-E(q')}{q'-q}-E_V,\\
E_f(q)-E_f(q')&=(q-q')[E_F-\varepsilon(q/q')],
\end{aligned}
$$

where the last two lines hold for charge states of equal composition.

A small model makes every term in these formulas computable. The host is a ring of six atoms, $ABABAB$, with one orbital per atom. The orbital energies are $1.2$ eV on $A$ and $-1.2$ eV on $B$, neighbours are coupled by a hopping of strength $t=0.5$ eV, and each atom brings one electron. The parameters are round numbers that describe no particular material. The model has no long-range Coulomb force, so a charged ring needs no electrostatic image correction. The six atoms are the whole crystal, however, and the band edges and levels found below belong to this ring. A longer ring gives different values: with eight atoms the gap is 2.4 eV instead of 2.6 eV, and the dopant levels found below lie about 0.1 eV lower.

The host can be solved by hand. It has three $AB$ cells, and its orbitals have phases $k=0,\pm2\pi/3$ from cell to cell. An orbital with phase $k$ couples $A$ and $B$ with strength $t|1+e^{ik}|$, whose square is $2t^2(1+\cos k)$. With orbital energies $\pm1.2$ eV, the two solutions for each $k$ are

$$
\pm\sqrt{(1.2)^2+2(0.5)^2(1+\cos k)}\ \text{eV}.
$$

For $k=0$ this is $\pm\sqrt{2.44}=\pm1.5620$ eV. For each of the other two phases it is $\pm\sqrt{1.69}=\pm1.3000$ eV. Six electrons fill the three negative orbitals in pairs, so

$$
E_{\rm host}=-2(1.5620+1.3000+1.3000)=-8.3241\ \text{eV}.
$$

Here and below, four decimals are kept so that the cancellations can be followed, and the last digit may differ by one because the printed terms are rounded. The highest filled orbital gives $E_V=-1.3000$ eV. The lowest empty one lies at $+1.3000$ eV, and the gap is 2.6 eV.

The reservoirs are built from the same model. A ring of six $A$ atoms has orbital energies $1.2-2t\cos k$ with $k$ a multiple of $\pi/3$. The lowest three have $\cos k=1,\tfrac12,\tfrac12$ and add up to $3.6-2=1.6$ eV. With two electrons in each, the energy per atom is $2(1.6)/6=0.5333$ eV. For a ring of $B$ atoms the same sum is $-3.6-2=-5.6$ eV, which gives $-1.8667$ eV per atom. Equilibrium with the host requires

$$
\mu_A+\mu_B=\frac{E_{\rm host}}{3}=-2.7747\ \text{eV}.
$$

In the $A$-rich limit $\mu_A=0.5333$ eV, and therefore $\mu_B=-3.3080$ eV. In the $B$-rich limit $\mu_B=-1.8667$ eV and $\mu_A=-0.9080$ eV. Each potential changes by 1.4414 eV between the limits, in opposite directions.

The dopant $D$ brings two electrons and replaces one $A$ atom, so $n_D=1$ and $n_A=-1$. The neutral ring now holds seven electrons. The dopant orbital lies at $-0.4$ eV, two electrons on it repel each other with energy $U=0.8$ eV, and a local distortion $Q$ of the surrounding atoms lowers it by $FQ$. The terms of the energy that belong to the dopant are

$$
-0.4\,\hat N_D+U\hat n_\uparrow\hat n_\downarrow-FQ\,\hat N_D+\tfrac12KQ^2,
\qquad \hat N_D=\hat n_\uparrow+\hat n_\downarrow ,
$$

where the first coefficient is in eV, $\hat n_\uparrow$ and $\hat n_\downarrow$ count the electrons of each spin on $D$, $F=1$ eV/Å and $K=5$ eV/Å². For a given number of electrons and a given $Q$, the lowest energy follows from diagonalizing the complete many-electron matrix. It is then minimized numerically over $Q$. The dopant potential is simply chosen as $\mu_D=-3$ eV. The results are

$$
E(+)=-8.7157,\qquad E(0)=-8.7471,\qquad E(-)=-8.3836\ \text{eV},
$$

with distortions of 0.089, 0.227 and 0.396 Å. At a minimum the derivative of the energy with respect to $Q$ vanishes. Since the electronic state is itself stationary, only the explicit dependence on $Q$ contributes, and $KQ=F\langle\hat N_D\rangle$. The distortions therefore correspond to about 0.44, 1.14 and 1.98 electrons on the dopant. Each step in charge adds one electron to the ring but less than one to the dopant itself, because the rest is spread over the other atoms.

In the $A$-rich limit the atomic term is

$$
-\sum_i n_i\mu_i=-\mu_D+\mu_A=3.0000+0.5333=3.5333\ \text{eV}.
$$

At $E_F=0$ the neutral formation energy is

$$
E_f(0)=-8.7471+8.3241+3.5333=3.1103\ \text{eV}.
$$

For the positive state $qE_V=-1.3000$ eV is added, and for the negative state $+1.3000$ eV:

$$
\begin{aligned}
E_f(+)&=-8.7157+8.3241+3.5333-1.3000=1.8418\ \text{eV},\\
E_f(-)&=-8.3836+8.3241+3.5333+1.3000=4.7738\ \text{eV}.
\end{aligned}
$$

In the $B$-rich limit the atomic term is $3.0000-0.9080=2.0920$ eV. The formation energies for $q=+1,0,-1$ become 0.4004, 1.6689 and 3.3324 eV. All three have fallen by 1.4414 eV, since the $A$ atom that the dopant displaces now goes to a reservoir in which its energy is lower. Their differences have not changed. The level between the positive and neutral states is

$$
\begin{aligned}
A\text{-rich:}\quad \varepsilon(+/0)&=3.1103-1.8418=1.2685\ \text{eV},\\
B\text{-rich:}\quad \varepsilon(+/0)&=1.6689-0.4004=1.2685\ \text{eV}.
\end{aligned}
$$

The total energies give the same value without any reservoir: $E(0)-E(+)-E_V=-0.0314+1.3000$ eV, which is 1.2685 eV within the rounding. Likewise $\varepsilon(0/-)=0.3635+1.3000=1.6635$ eV. The dopant is positive below 1.27 eV, neutral between 1.27 and 1.66 eV, and negative above 1.66 eV, under either growth condition. Seen from the conduction edge, the donor level lies $2.60-1.27=1.33$ eV deep.

The cancellation does not even require the potentials to be physically allowed. With $\mu_A=0.1$, $\mu_B=-2$ and $\mu_D=-5$ eV, the sum $\mu_A+\mu_B=-1.9$ eV violates equilibrium with the host. The positive and neutral formation energies are then 3.4084 and 4.6770 eV, and their difference is still the same level within the rounding.

For a contrast, remove in addition a $B$ atom next to the dopant. The neutral dopant–vacancy complex has the relaxed energy $-5.7864$ eV, computed in the same way. Its atom numbers are $n_D=1$, $n_A=-1$ and $n_B=-1$, and its formation energy is

$$
E_f^{\rm complex}(0)=-5.7864+8.3241-\mu_D+\mu_A+\mu_B
=2.5377+3.0000-2.7747=2.7630\ \text{eV}.
$$

This value is common to both limits, because it contains $\mu_A$ and $\mu_B$ through their fixed sum. The positive dopant without the vacancy has the formation energy $1.8418\ \text{eV}+E_F$ under $A$-rich conditions and $0.4004\ \text{eV}+E_F$ under $B$-rich conditions. Its line therefore meets that of the neutral complex at

$$
E_F^*=0.92\ \text{eV}\ (A\text{-rich}),\qquad
E_F^*=2.36\ \text{eV}\ (B\text{-rich}).
$$

The shift of 1.44 eV is the change of $\mu_B$, the potential of the one species whose number differs between the two defects. Both crossings are formal. At 2.36 eV the positive state is no longer the stable state of the dopant, and at 0.92 eV the neutral state is not the stable state of the complex, which is doubly positive below 1.08 eV and singly positive from there up to 1.54 eV. The comparison nevertheless changes in substance. Under $B$-rich conditions the dopant in its most favourable charge state never costs more than 1.67 eV, and the neutral complex is higher throughout the gap. Under $A$-rich conditions the dopant costs 3.11 eV where it is neutral, and there the complex is lower. A fair comparison lets the complex take its best charge state as well. Its formation energies at $E_F=0$ are 0.15 eV for $q=+2$ and 1.22 eV for $q=+1$ in both limits. The complex is then the lower defect for $E_F$ below 2.01 eV under $A$-rich conditions, but only below 0.25 eV under $B$-rich conditions. Which defect forms is a question about growth conditions, while the charge that a given defect carries at a given Fermi level is not.

The words "at a given Fermi level" matter. In a real crystal $E_F$ adjusts until the charges of defects, electrons and holes add up to zero. The concentrations of the defects depend on their formation energies and hence on the chemical potentials. Growth conditions can therefore change the charge state found in a sample by moving $E_F$ past a level that has itself stayed in place.

The level is a difference of relaxed total energies, and it differs from the energy of adding an electron while the atoms stand still. Let $E_q(Q)$ be the energy of charge state $q$ at distortion $Q$, with its minimum $E(q)$ at $Q_q$. The neutral energy at the geometry of the positive state cannot lie below the neutral minimum, so $E(0)\le E_0(Q_+)$. In the same way $E(+)\le E_+(Q_0)$. Using the first inequality with $E(+)=E_+(Q_+)$, and the second with $E(0)=E_0(Q_0)$, one finds

$$
E_0(Q_0)-E_+(Q_0)-E_V\;\le\;\varepsilon(+/0)\;\le\;E_0(Q_+)-E_+(Q_+)-E_V .
$$

The outer expressions are the vertical levels at the two geometries. In the model they are 1.224 and 1.315 eV, on either side of the relaxed level. The differences of about 0.04 and 0.05 eV are the relaxation energies that a calculation with frozen atoms would miss.

Relaxation can also remove a charge state from the sequence. For the positive and negative states, the formula for the level has the denominator $-2$:

$$
\varepsilon(+/-)=\frac{E(-)-E(+)}{2}-E_V
=\frac{\varepsilon(+/0)+\varepsilon(0/-)}{2}.
$$

The second equality follows by adding $\varepsilon(+/0)=E(0)-E(+)-E_V$ and $\varepsilon(0/-)=E(-)-E(0)-E_V$, in which $E(0)$ cancels. The neutral state is lowest where $E_F$ lies above $\varepsilon(+/0)$ and below $\varepsilon(0/-)$. If $\varepsilon(0/-)<\varepsilon(+/0)$, no such Fermi level exists, and the defect passes directly from positive to negative at $\varepsilon(+/-)$.

The model shows this for a weaker repulsion, $U=0.1$ eV, and a stronger coupling to the distortion, $F=1.5$ eV/Å. The levels are then $\varepsilon(+/0)=0.983$ eV and $\varepsilon(0/-)=0.831$ eV, in reversed order, and the stable transition is at their mean, 0.907 eV. There the neutral state lies $0.983-0.907=0.076$ eV above the other two.

The origin of the reversal is clear in the limit $U=0$. At any fixed $Q$, the seventh and eighth electrons then enter the same orbital at the same cost, so $E_0(Q)=\tfrac12[E_+(Q)+E_-(Q)]$. Evaluated at $Q_0$, this gives

$$
E(0)=\tfrac12\left[E_+(Q_0)+E_-(Q_0)\right]\ge\tfrac12\left[E(+)+E(-)\right],
$$

because each charged state can lower its energy by relaxing away from $Q_0$. Since $\varepsilon(0/-)-\varepsilon(+/0)=E(+)+E(-)-2E(0)$, the order is reversed whenever that relaxation gains energy. Repulsion acts against this by making the eighth electron more costly. In the first parameter set it prevails, and the neutral state is stable over a range of 0.40 eV.

At a finite temperature $T$ the change of charge is gradual. A defect site is found in charge state $q$ with a weight $g_q\exp[-E_f(q)/k_BT]$, where $g_q$ is the number of electronic states with the lowest energy and $k_B$ is Boltzmann's constant. The factors that contain the atomic chemical potentials are the same for both charge states, and they cancel from the ratio of the weights:

$$
\frac{w_q}{w_{q'}}=\frac{g_q}{g_{q'}}
\exp\left\{-\frac{(q-q')[E_F-\varepsilon(q/q')]}{k_BT}\right\}.
$$

The populations are equal when this ratio is one. Taking the logarithm and solving for the Fermi level gives

$$
E_F=\varepsilon(q/q')+\frac{k_BT}{q-q'}\ln\frac{g_q}{g_{q'}} .
$$

In the model the neutral state has an unpaired spin and $g_0=2$, while the charged states have $g_+=g_-=1$. At 300 K, $k_BT\ln2=0.0179$ eV. Equal populations of the positive and neutral states are thus expected at $1.2685-0.0179=1.2506$ eV, and of the neutral and negative states at $1.6635+0.0179=1.6814$ eV. The neutral range is widened on both sides, because the neutral state can be realized in two ways.

This rule counts the lowest electronic states at the relaxed geometry. A fuller calculation sums the Boltzmann factors of all electronic states of the model and integrates them numerically over $Q$, treated as a classical coordinate. It places the two points at 1.2513 and 1.6817 eV, less than 0.001 eV from the rule. A small dependence of the stiffness of the distortion on charge would produce a difference of this kind, though the stiffness was not evaluated separately. Such a term belongs to the defect and its charge, and it too is independent of the atomic reservoirs.
